# Current-voltage law and pinch-off of a doped vertical-fin transistor, part 1

(Sections cited here and not found follow in the second part.)

## First half: from sidewall depletion to the current law

**Q.** The current in a vertical-fin transistor runs down the fin, yet the gates sit on its sides. What do the gates control?

**A.** They control how much of the fin's cross-section conducts. Take an n-type fin with its source contact on top and its drain below. Let $y$ run from source to drain along the gated length $L$, and let $x$ run across the fin from $-a$ to $a$. The depth in the third direction is $Z$. Donors of uniform density $N$ are all ionized, and each sidewall carries an oxide of thickness $t$ and a gate. Both gates have the same voltage $V_G$, measured from the grounded source.

A sufficiently negative gate repels electrons from the sidewalls and leaves two depleted layers. What remains between them is a conducting core. The problem is to find its width at each height, and then the current that the whole fin can carry.

I use atomic units, in which the elementary charge is 1 and Poisson's equation reads $\nabla^2\phi=-4\pi\rho/\kappa$. Here $\rho$ is the charge density and $\kappa$ the relative permittivity of the fin. To read a potential relation in SI units, replace $4\pi N/\kappa$ by $eN/(\varepsilon_0\kappa)$. Formulas for currents, conductances and capacitances need a further factor $e$, and $k_BT$ becomes $k_BT/e$ where it stands for a voltage. Numerical values are in engineering units.

**Q.** Why should the core be in the middle, and why should it have a sharp edge?

**A.** The middle follows from symmetry: the two sides have equal doping, oxides and gate voltages, so their depleted layers have equal width $w$. The sharp edge is an approximation. I assume that there are no mobile electrons for $a-w<|x|<a$, and that the electron density is $n=N$ for $|x|<a-w$. The true edge is smeared by thermal motion, and the cost of ignoring this must be assessed separately.

The core is then neutral and has one potential across its width, $V(y)$. On the right side, Poisson's equation in the depleted layer is

$$
\frac{d^2\phi}{dx^2}=-\frac{4\pi N}{\kappa}.
$$

At the core edge, $x=a-w$, the potential is $V$ and its slope is zero, because the core has no transverse field. One integration gives

$$
\frac{d\phi}{dx}=-\frac{4\pi N}{\kappa}(x-a+w),
$$

and a second gives

$$
\phi=V-\frac{2\pi N}{\kappa}(x-a+w)^2.
$$

At the sidewall the last bracket is $w$. The potential has therefore fallen by $2\pi Nw^2/\kappa$ between core and oxide.

**Q.** The gate is beyond the oxide. Does that merely shift the voltage by a constant?

**A.** No, because the oxide field grows with the depleted charge. The sidewall slope in the semiconductor is $-4\pi Nw/\kappa$. Continuity of the normal displacement means that permittivity times slope is the same on both sides, so the slope in the oxide is $-4\pi Nw/\kappa_{ox}$. Across a thickness $t$ the potential falls by

$$
\frac{4\pi Nwt}{\kappa_{ox}}
=\frac{4\pi N}{\kappa}\lambda w,
\qquad
\lambda=\frac{\kappa t}{\kappa_{ox}}.
$$

The length $\lambda$ is the thickness of fin material that would have the oxide's capacitance.

There is also a constant shift. Let $V_{FB}$ be the gate voltage, relative to the core, at which the bands are flat. It contains the work-function difference and the effect of any fixed interface charge. With this convention the electrostatic potential at the gate is $V_G-V_{FB}$. Adding the two drops gives

$$
V-(V_G-V_{FB})
=\frac{2\pi N}{\kappa}(w^2+2\lambda w).
$$

I call the left side $U=V+V_{FB}-V_G$. It is the total voltage available for depletion. Interface traps whose charge changes with bias are excluded, since they would make $V_{FB}$ vary.

**Q.** This is quadratic in $w$. Which root do you take, and when does the core disappear?

**A.** Multiply by $\kappa/(2\pi N)$ and add $\lambda^2$ to both sides:

$$
(w+\lambda)^2=\lambda^2+\frac{\kappa U}{2\pi N}.
$$

Because $w$ and $\lambda$ are not negative, the positive root applies:

$$
w=-\lambda+\sqrt{\lambda^2+\frac{\kappa U}{2\pi N}}.
$$

The core closes when $w=a$. The voltage needed is the pinch-off voltage

$$
V_P=\frac{2\pi N}{\kappa}(a^2+2\lambda a).
$$

At the source $V=0$, so the source end closes when $V_{FB}-V_G=V_P$. The threshold gate voltage is therefore

$$
V_T=V_{FB}-V_P.
$$

A wider fin, higher doping or a thicker oxide raises $V_P$ and makes $V_T$ more negative at fixed $V_{FB}$.

**Q.** Give me a case with numbers.

**A.** Take rough values for a gallium-oxide fin: $a=150$ nm, $L=1000$ nm, $N=10^{17}$ cm$^{-3}$, $t=15$ nm, $\kappa=10$ and $\kappa_{ox}=9$. Let $V_{FB}=1$ V and $V_G=0$. Then

$$
\lambda=\frac{10\times15}{9}=16.67\ \text{nm},
$$

$$
a^2+2\lambda a=22500+5000=27500\ \text{nm}^2.
$$

The pinch-off voltage is 2.488 V, so $V_T=1-2.488=-1.488$ V. This fin is open at zero gate voltage.

At the source $U=1$ V. Since $w^2+2\lambda w$ is proportional to $U$,

$$
w_S^2+2\lambda w_S
=\frac{1}{2.488}\,27500
=11053\ \text{nm}^2.
$$

Adding $\lambda^2=278$ nm$^2$ and taking the root gives $w_S+\lambda=106.45$ nm, hence $w_S=89.78$ nm. The core at the source is $2(150-89.78)=120.4$ nm wide.

**Q.** You solved a one-dimensional Poisson equation across the fin. With a drain voltage applied, the potential varies along the fin as well. What permits you to ignore that?

**A.** The gradual-channel approximation. The complete equation has two second derivatives:

$$
\frac{\partial^2\phi}{\partial x^2}
+\frac{\partial^2\phi}{\partial y^2}
=-\frac{4\pi\rho}{\kappa}.
$$

I neglect the second one when finding the charge across the fin. This requires it to be small compared with $4\pi N/\kappa$. It does not require the field along the fin to vanish: a constant field gives a current and has no second derivative. Each height can then be treated as a one-dimensional cross-section with its own $V(y)$ and $w(V)$.

This is a condition on the solution, so it has to be checked after $V(y)$ is known. A long fin alone does not ensure it at the drain end, where the core may become very narrow.

**Q.** Now the current. Why is there no diffusion term, and what is its sign?

**A.** In this model the core has $n=N$ at every height, so there is no density gradient to drive diffusion. Electrons move towards higher potential, from source to drain. With a constant mobility $\mu$, their speed is $\mu\,dV/dy$. The conventional current has the opposite direction, and I count it as positive from drain to source. The conducting area is $2(a-w)Z$, so

$$
I=2\mu NZ(a-w)\frac{dV}{dy}.
$$

In steady state, with no current into the gates, $I$ has the same value at every height. Where the core is narrower, the field must be larger. Integrating from source to drain, where $V$ runs from 0 to $V_D$, gives

$$
IL=2\mu NZ\int_0^{V_D}(a-w)\,dV.
$$

Here $V_D$ is the voltage across the gated fin. It does not include any voltage across a drift layer below it.

**Q.** The width contains a square root. Must the integral be left in that form?

**A.** It becomes a polynomial if $w$ is the integration variable. At fixed $V_G$ the voltage $V$ differs from $U$ by a constant. Differentiating the relation between $U$ and $w$ therefore gives

$$
dV=dU=\frac{2\pi N}{\kappa}(2w+2\lambda)\,dw
=\frac{4\pi N}{\kappa}(w+\lambda)\,dw.
$$

Write $w_S=w(V=0)$ and $w_D=w(V=V_D)$. Then

$$
I=\frac{8\pi\mu N^2Z}{\kappa L}
\int_{w_S}^{w_D}(a-w)(w+\lambda)\,dw.
$$

The product expands as

$$
(a-w)(w+\lambda)=a\lambda+(a-\lambda)w-w^2.
$$

Integrating each term gives the current law

$$
I=\frac{8\pi\mu N^2Z}{\kappa L}
\left[G(w_D)-G(w_S)\right],
$$

$$
G(w)=a\lambda w+\frac{a-\lambda}{2}w^2-\frac{w^3}{3}.
$$

It holds while a core exists along the whole fin, so $w_D\le a$ is required. It also needs $V_G\le V_{FB}$. Above $V_{FB}$ electrons accumulate at the sidewalls near the source and add a current that this law leaves out.

**Q.** Use it at a drain voltage of 0.5 V.

**A.** At the drain $U=1.5$ V. The same scaling as before gives

$$
(w_D+\lambda)^2=1.5\times11053+278
=16858\ \text{nm}^2,
$$

so $w_D=113.17$ nm. In nm$^3$, using $a\lambda=2500$ nm$^2$ and $(a-\lambda)/2=66.67$ nm,

$$
G(w_D)\approx6.536\times10^5,\qquad
G(w_S)\approx5.206\times10^5.
$$

The prefactor follows from two factors. With a mobility of 100 cm$^2$/Vs, the fully open fin has a resistance of 2.081 ohm cm for unit depth. Hence

$$
\frac{2\mu N}{L}=\frac{1}{2.081\times150}
=3.204\times10^{-3}\ \frac{\text{S}}{\text{cm nm}}.
$$

From the definition of $V_P$,

$$
\frac{4\pi N}{\kappa}
=\frac{2\times2.488}{27500}
=1.81\times10^{-4}\ \frac{\text{V}}{\text{nm}^2}.
$$

Their product is $5.80\times10^{-7}$ A/(cm nm$^3$). Multiplying by the difference in $G$, $1.330\times10^5$ nm$^3$, gives 0.0771 A per centimetre of fin depth. At $V_D=1$ V the law gives 0.120 A/cm. Doubling the voltage has raised the current by a factor of only about 1.6, because the extra voltage also narrows the core.

**Q.** I would rather see voltages than depletion widths. Is there an equivalent form?

**A.** Yes. From the root for $w$,

$$
a-w=a+\lambda-
\sqrt{\lambda^2+\frac{\kappa U}{2\pi N}}.
$$

Define $B=2\pi N\lambda^2/\kappa$. The root becomes $\sqrt{\kappa/(2\pi N)}\sqrt{B+U}$. Its integral over voltage contributes $\tfrac23(B+U)^{3/2}$. With $U_S=V_{FB}-V_G$, the result is

$$
\begin{aligned}
I=\frac{2\mu NZ}{L}\Big\{&(a+\lambda)V_D
-\frac23\sqrt{\frac{\kappa}{2\pi N}}\\
&\times\left[(B+U_S+V_D)^{3/2}
-(B+U_S)^{3/2}\right]\Big\}.
\end{aligned}
$$

The first term would be the current of a fin of half-width $a+\lambda$ without depletion. The second subtracts the part that does not conduct.

**Q.** Does this reduce to anything familiar if the oxide is removed, or if it dominates?

**A.** Both limits are useful. For $t=0$ we have $\lambda=B=0$ and $V_P=2\pi Na^2/\kappa$. Thus $\sqrt{\kappa/(2\pi N)}=a/\sqrt{V_P}$, and

$$
\begin{aligned}
I=\frac{2\mu NZa}{L}\Big\{&V_D
-\frac{2}{3\sqrt{V_P}}\\
&\times\left[(U_S+V_D)^{3/2}-U_S^{3/2}\right]\Big\}.
\end{aligned}
$$

This is the law for Schottky gates, with $V_{FB}$ now the built-in voltage. Such gates must also stay below the forward bias at which they inject appreciable current.

In the other limit, $\lambda\gg a$, the term $w^2$ is small beside $2\lambda w$. Then $w\approx\kappa U/(4\pi N\lambda)$ and $V_P\approx4\pi N\lambda a/\kappa$, so

$$
a-w\approx\frac{\kappa}{4\pi N\lambda}(V_P-U)
=\frac{\kappa}{4\pi N\lambda}(V_G-V_T-V).
$$

Inserting this into the current integral and using $\kappa/\lambda=\kappa_{ox}/t$ gives

$$
I\approx\frac{\mu\kappa_{ox}Z}{2\pi tL}
\left[(V_G-V_T)V_D-\frac{V_D^2}{2}\right].
$$

The factor $\kappa_{ox}/(2\pi t)$ is the capacitance per unit area of the two oxides together. The fin then behaves like a channel whose mobile charge is linear in gate voltage, although the electrons are still in the core.

**Q.** And for a very small drain voltage?

**A.** Then $w$ hardly changes along the fin and may be set to $w_S$. The integral gives

$$
I\approx\frac{2\mu NZ(a-w_S)}{L}V_D.
$$

This is a resistor whose width is set by the gate. Its use requires the drain voltage to be small enough that $w_D-w_S\ll a-w_S$.

## Second half: pinch-off, saturation and the limits of the law

**Q.** Before we push the drain voltage further, restate what you are carrying over.

**A.** The fin has half-width $a$, gated length $L$, depth $Z$, donor density $N$, mobility $\mu$ and permittivity $\kappa$. The oxide enters through $\lambda=\kappa t/\kappa_{ox}$. The core potential is $V$, running from 0 at the source to $V_D$ at the drain. The depletion width $w$ on each side obeys

$$
U=V+V_{FB}-V_G
=\frac{2\pi N}{\kappa}(w^2+2\lambda w).
$$

It reaches $a$ at $U=V_P$, and $V_T=V_{FB}-V_P$. The current is

$$
I=\frac{2\mu NZ}{L}\int_0^{V_D}(a-w)\,dV
=K[G(w_D)-G(w_S)],
$$

$$
K=\frac{8\pi\mu N^2Z}{\kappa L},\qquad
G=a\lambda w+\frac{a-\lambda}{2}w^2-\frac{w^3}{3}.
$$

The example has $a=150$ nm, $L=1000$ nm, $\lambda=16.67$ nm, $V_G=0$, $V_T=-1.488$ V and $w_S=89.78$ nm. For unit depth, $K=5.80\times10^{-7}$ A/(cm nm$^3$).

**Q.** Where does the current stop rising?

**A.** Differentiate the integral with respect to its upper limit at fixed $V_G$:

$$
\frac{\partial I}{\partial V_D}
=\frac{2\mu NZ}{L}(a-w_D).
$$

The slope is positive while the drain end has a core and vanishes when $w_D=a$. There $V_D+V_{FB}-V_G=V_P$, so

$$
V_{Dsat}=V_P-V_{FB}+V_G=V_G-V_T.
$$

In the example this is 1.488 V.

**Q.** Beyond that point your polynomial turns downwards. Why not believe it?

**A.** Because it would count $a-w$ as negative, and a core cannot have negative width. Continued 1 V past pinch-off, the formula would give 0.083 A/cm, well below its maximum of 0.133 A/cm. That fall is an artefact.

Pinch-off means that the neutral core has ended, not that electrons cannot pass. They are pulled through the depleted section by its strong field. If that section is short compared with $L$, the rest of the fin still has a potential rise close to $V_{Dsat}$ over a length close to $L$, and therefore nearly the same current. The additional voltage falls across the short section. In this long-channel limit,

$$
I(V_D\ge V_{Dsat})=I_{sat}=K[G(a)-G(w_S)].
$$

**Q.** Write out $I_{sat}$; I want to see whether it depends sensibly on the source opening.

This part has derived the depletion width, the current law and, in the long-channel limit, the saturation current $I_{sat}=K[G(a)-G(w_S)]$. It remains to write out how $I_{sat}$ depends on the source opening, and to examine the sharp-edge and gradual-channel approximations and the effects of the drift region, heating and material assumptions.

Numbers in the example were calculated in double precision.
